**Contour shift and force bias on a two-site Hubbard model**

For chosen constant complex shifts $s$, the program tests that the field average of $B(x)$ equals that of $\exp(x\cdot s-s\cdot s/2)\,B(x-s)$, where $x$ is a vector of standard normal fields, $B$ is the one-step propagator and the dot product is unconjugated. It asserts that determinant propagation with Gauss–Hermite quadrature reproduces the many-body split-step result for three shifts and two background densities. With the force bias $s=-\sqrt{\tau}\,\bar v$, where $\tau$ is the time step and $\bar v$ the mixed estimate of the field operators, the spread of the importance factor at background density 0 falls from 0.747 to 0.130 while its mean is unchanged. Further assertions cover the small-$\tau$ variance laws, the local-energy limit, the order of the split error and the failure of a conjugated dot product. The phaseless decay rate is compared with its small-$\tau$ law for background densities 0 and 1. A second system, with two like-spin fermions in four orbitals and non-commuting fields, tests the contour identity, the determinant formula for the mixed estimates and the second-order one-step defect.

## Check in Python

```python
"""Contour shift and force bias in auxiliary-field Monte Carlo.
Result under test, for any constant complex vector s (the shift):
  int p(x) B(x) dx = int p(x) exp(x.s - s.s/2) B(x-s) dx,
p = standard normal density, dot products without conjugation,
B(x) = exp(-tau H1/2) exp(sqrt(tau) x.v) exp(-tau H1/2),
H = H1 - (1/2) sum v^2.  The importance factor of a walker phi is
  I = <T|B(x-s)|phi>/<T|phi> * exp(x.s - s.s/2),
and the force bias is s = -sqrt(tau) <T|v|phi>/<T|phi>.
Example: two-site Hubbard model, one electron of each spin, energies in t,
fields v_i = i sqrt(U) (n_i - b) with a constant background density b.
"""
import numpy as np
from scipy.linalg import expm

# ---------- two-dimensional Gauss-Hermite rule for the normal density ------
nodes, w1 = np.polynomial.hermite_e.hermegauss(24)
w1 = w1 / np.sqrt(2 * np.pi)
X = np.array([(a, c) for a in nodes for c in nodes])
W = np.array([a * c for a in w1 for c in w1])

# ---------- Hubbard dimer ---------------------------------------------------
t, U, tau = 1.0, 4.0, 0.05
K = np.array([[0.0, -t], [-t, 0.0]])
one = np.eye(2)
trial = np.array([1.0, 1.0]) / np.sqrt(2)
phi_up = np.array([1.0, 0.4 + 0.3j])
phi_dn = np.array([0.9, 0.6 - 0.1j])

# many-body matrices, basis |site of up, site of down>
K_mb = np.kron(K, one) + np.kron(one, K)
D_mb = np.diag([U, 0.0, 0.0, U])
H_mb = K_mb + D_mb
T_mb = np.kron(trial, trial)
phi_mb = np.kron(phi_up, phi_dn)
n_mb = [np.kron(np.diag(e), one) + np.kron(one, np.diag(e)) for e in one]


def mixed(op):
    """Mixed estimate <T|op|phi>/<T|phi> in the many-body space."""
    return (T_mb @ op @ phi_mb) / (T_mb @ phi_mb)


def split_step(dt):
    half = expm(-dt * K_mb / 2)
    return half @ expm(-dt * D_mb) @ half


# mixed densities from the determinants alone
nbar = trial * phi_up / (trial @ phi_up) + trial * phi_dn / (trial @ phi_dn)
assert np.allclose(nbar, [mixed(n) for n in n_mb], atol=1e-13)


def vbar(b):
    return 1j * np.sqrt(U) * (nbar - b)


def force_bias(dt, b=0.0):
    return -np.sqrt(dt) * vbar(b)


def importance(x, shift, dt, b=0.0):
    """Overlap ratio and Gaussian factor by propagating the determinant."""
    y = x - shift
    half = expm(-dt / 2 * (K + U * (b - 0.5) * one))
    phase = np.exp(1j * np.sqrt(dt * U) * y)
    left = trial @ half
    up = (phase * (half @ phi_up)) @ left
    dn = (phase * (half @ phi_dn)) @ left
    scalar = np.exp(dt * U * b**2
                    - 1j * np.sqrt(dt * U) * b * y.sum(axis=-1))
    ratio = up * dn * scalar / ((trial @ phi_up) * (trial @ phi_dn))
    return ratio, np.exp(x @ shift - shift @ shift / 2)


def mean_and_variance(shift, dt, b=0.0):
    ratio, factor = importance(X, shift, dt, b)
    values = ratio * factor
    mean = W @ values
    return mean, W @ np.abs(values - mean)**2


# exact mean for every shift and every background
exact_split = mixed(split_step(tau))
exact_full = mixed(expm(-tau * H_mb))
zero = np.zeros(2, complex)
other = np.array([0.3 - 0.2j, -0.4 + 0.5j])
best = force_bias(tau)
results = {}
for name, s in (("zero", zero), ("force bias", best), ("arbitrary", other)):
    results[name] = mean_and_variance(s, tau)
    assert abs(results[name][0] - exact_split) < 1e-10
    assert abs(mean_and_variance(s, tau, 1.0)[0] - exact_split) < 1e-10
assert results["force bias"][1] < results["zero"][1]

# a conjugated dot product in the factor gives a wrong mean
ratio_best, _ = importance(X, best, tau)
wrong = W @ (ratio_best * np.exp(X @ best.conj() - np.vdot(best, best) / 2))
assert abs(wrong - exact_split) > 0.01

# the symmetric split has a local error of third order
err = [np.linalg.norm(split_step(d) - expm(-d * H_mb)) for d in (4e-3, 2e-3)]
split_order = np.log2(err[0] / err[1])
assert abs(split_order - 3) < 0.1


# the slope of ln I at x = 0 is of order tau^(3/2) with the force bias
def slope(dt):
    h, s = 1e-3, force_bias(dt)
    g = []
    for e in np.eye(2):
        plus = np.prod(importance(h * e, s, dt))
        minus = np.prod(importance(-h * e, s, dt))
        g.append(np.log(plus / minus) / (2 * h))
    return np.linalg.norm(g)


slope_order = np.log(slope(1e-3) / slope(2.5e-4)) / np.log(4)
assert abs(slope_order - 1.5) < 0.05

# small-time fluctuations and local energy
small = 1e-4
v_mb = [1j * np.sqrt(U) * n for n in n_mb]
C = np.array([[mixed((a @ c + c @ a) / 2) - mixed(a) * mixed(c)
               for c in v_mb] for a in v_mb])
var_zero_law = np.sum(np.abs(vbar(0.0))**2)
var_best_law = np.sum(np.abs(C)**2) / 2
mean_small, var_best = mean_and_variance(force_bias(small), small)
_, var_zero = mean_and_variance(zero, small)
assert abs(var_zero / small / var_zero_law - 1) < 0.02
assert abs(var_best / small**2 / var_best_law - 1) < 0.02
E_loc = mixed(H_mb)
E_from_mean = (1 - mean_small) / small
assert abs(E_from_mean - E_loc) < 0.01  # remainder is linear in small

# phaseless projection: extra decay rate depends on the background
phaseless = {}
for b in (0.0, 1.0):
    ratio, factor = importance(X, force_bias(small, b), small, b)
    projected = np.abs(ratio * factor) * np.maximum(0, np.cos(np.angle(ratio)))
    rate = -np.log(W @ projected) / small
    cost = np.sum(vbar(b).imag**2) / 2
    assert abs(rate - E_loc.real - cost) < 0.02  # remainder linear in small
    phaseless[b] = (rate, cost)

# ---------- two like-spin fermions, four orbitals, non-commuting fields -----
rng = np.random.default_rng(7)
L = [0.3 * (R + R.T) for R in rng.normal(size=(2, 4, 4))]
assert np.linalg.norm(L[0] @ L[1] - L[1] @ L[0]) > 0.1
TD = np.eye(4)[:, :2] + 0.2 * rng.normal(size=(4, 2))
PD = TD + 0.2 * (rng.normal(size=(4, 2)) + 1j * rng.normal(size=(4, 2)))
I4 = np.eye(4)
pairs = [(i, j) for i in range(4) for j in range(i + 1, 4)]
P = np.array([(np.kron(I4[i], I4[j]) - np.kron(I4[j], I4[i])) / np.sqrt(2)
              for i, j in pairs]).T
L_mb = [P.T @ (np.kron(A, I4) + np.kron(I4, A)) @ P for A in L]
T6 = np.sqrt(2) * P.T @ np.kron(TD[:, 0], TD[:, 1])
P6 = np.sqrt(2) * P.T @ np.kron(PD[:, 0], PD[:, 1])


def field_average(dt):
    """Unshifted field average as a many-body matrix."""
    total = np.zeros((6, 6), complex)
    for x, w in zip(X, W):
        total += w * expm(1j * np.sqrt(dt) * (x[0] * L_mb[0] + x[1] * L_mb[1]))
    return total


dt = 0.1
unshifted = T6 @ field_average(dt) @ P6
shifted = 0
for x, w in zip(X, W):
    y = x - other
    orbitals = expm(1j * np.sqrt(dt) * (y[0] * L[0] + y[1] * L[1])) @ PD
    shifted += (w * np.exp(x @ other - other @ other / 2)
                * np.linalg.det(TD.T @ orbitals))
contour_error = abs(shifted - unshifted)
assert contour_error < 1e-10
for A, A_mb in zip(L, L_mb):
    from_det = np.trace(np.linalg.solve(TD.T @ PD, TD.T @ A @ PD))
    assert abs(from_det - (T6 @ A_mb @ P6) / (T6 @ P6)) < 1e-11
square = sum(A @ A for A in L_mb)
defect = [np.linalg.norm(field_average(d) - expm(-d * square / 2))
          for d in (4e-3, 2e-3)]
defect_order = np.log2(defect[0] / defect[1])
assert abs(defect_order - 2) < 0.1


# ---------- report ----------------------------------------------------------
def c(z, digits=6):
    return f"{z.real:.{digits}f} {z.imag:+.{digits}f}i"


print(f"hopping t = {t:.1f}, U = {U:.1f} t, tau = {tau:.2f} 1/t")
print("trial orbital, both spins:", np.round(trial, 6))
print("walker up:", c(phi_up[0], 1), ",", c(phi_up[1], 1))
print("walker down:", c(phi_dn[0] + 0j, 1), ",", c(phi_dn[1], 1))
for i in range(2):
    print(f"mixed density, site {i+1}:", c(nbar[i]))
for i in range(2):
    print(f"vbar, b=0, site {i+1} [sqrt(t)]:", c(vbar(0.0)[i]))
for i in range(2):
    print(f"force bias, b=0, site {i+1}:", c(best[i]))
x_demo = np.array([0.5, -1.0])
print("chosen field x:", x_demo)
for name, s in (("zero shift", zero), ("force bias", best)):
    r, f = importance(x_demo, s, tau)
    print(f"{name}: overlap ratio at x:", c(r))
    print(f"{name}: Gaussian factor at x:", c(f))
    print(f"{name}: product I at x:", c(r * f))
print("many-body ratio, split step:", c(exact_split, 8))
print("many-body ratio, full exp(-tau H):", c(exact_full, 8))
for name, s in (("zero", zero), ("force bias", best), ("arbitrary", other)):
    m, v = results[name]
    print(f"shift {name}: mean I = {c(m, 8)}, rms spread = {np.sqrt(v):.5f}")
print("arbitrary shift used:", c(other[0], 1), ",", c(other[1], 1))
print("wrong mean with conjugated dot product:", c(wrong))
print(f"order in tau of split error: {split_order:.3f}")
print(f"order in tau of slope of ln I at x=0: {slope_order:.3f}")
print(f"small tau used for limits: {small:.0e} 1/t")
print(f"variance/tau, zero shift: {var_zero/small:.4f} t,"
      f" law {var_zero_law:.4f} t")
print(f"variance/tau^2, force bias: {var_best/small**2:.4f} t^2,"
      f" law {var_best_law:.4f} t^2")
print("local energy [t]:", c(E_loc))
print("(1 - mean I)/tau at small tau [t]:", c(E_from_mean))
for b, (rate, cost) in phaseless.items():
    print(f"phaseless, b={b:.0f}: rate {rate:.4f} t, extra cost law {cost:.4f} t,"
          f" sum law {E_loc.real + cost:.4f} t")
print(f"non-commuting fields: contour identity error {contour_error:.1e}")
print(f"non-commuting fields: order of one-step defect {defect_order:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
hopping t = 1.0, U = 4.0 t, tau = 0.05 1/t
trial orbital, both spins: [0.707107 0.707107]
walker up: 1.0 +0.0i , 0.4 +0.3i
walker down: 0.9 +0.0i , 0.6 -0.1i
mixed density, site 1: 1.280272 -0.106518i
mixed density, site 2: 0.719728 +0.106518i
vbar, b=0, site 1 [sqrt(t)]: 0.213037 +2.560544i
vbar, b=0, site 2 [sqrt(t)]: -0.213037 +1.439456i
force bias, b=0, site 1: -0.047637 -0.572555i
force bias, b=0, site 2: 0.047637 -0.321872i
chosen field x: [ 0.5 -1. ]
zero shift: overlap ratio at x: 1.294775 -0.061244i
zero shift: Gaussian factor at x: 1.000000 +0.000000i
zero shift: product I at x: 1.294775 -0.061244i
force bias: overlap ratio at x: 0.835424 -0.053312i
force bias: Gaussian factor at x: 1.152239 +0.027259i
force bias: product I at x: 0.964061 -0.038656i
many-body ratio, split step: 0.99643565 +0.00252361i
many-body ratio, full exp(-tau H): 0.99610374 +0.00252781i
shift zero: mean I = 0.99643565 +0.00252361i, rms spread = 0.74721
shift force bias: mean I = 0.99643565 +0.00252361i, rms spread = 0.12999
shift arbitrary: mean I = 0.99643565 +0.00252361i, rms spread = 1.45459
arbitrary shift used: 0.3 -0.2i , -0.4 +0.5i
wrong mean with conjugated dot product: 0.278596 +0.003376i
order in tau of split error: 2.994
order in tau of slope of ln I at x=0: 1.500
small tau used for limits: 1e-04 1/t
variance/tau, zero shift: 8.7232 t, law 8.7192 t
variance/tau^2, force bias: 7.4401 t^2, law 7.4418 t^2
local energy [t]: 0.189078 -0.055687i
(1 - mean I)/tau at small tau [t]: 0.188841 -0.055676i
phaseless, b=0: rate 4.5028 t, extra cost law 4.3142 t, sum law 4.5033 t
phaseless, b=1: rate 0.5028 t, extra cost law 0.3142 t, sum law 0.5033 t
non-commuting fields: contour identity error 6.7e-16
non-commuting fields: order of one-step defect 1.993
ALL CHECKS PASSED
```
